\section*{Exchange Chemical Potential of a B2 Compound with Dilute Antisites}

\section{What fails without the result}

An interdiffusion code needs the difference $\mu_B-\mu_A$ as a function of composition. Suppose an ideal-solution expression is used for an ordered compound AB. The thermodynamic factor of that expression is 1 at every composition. For the B2 model evaluated below, at 800 K, the factor is about 83. With the mobilities held fixed, the chemical diffusion coefficient at stoichiometry is then too small by that factor. The ideal expression also misses the narrow composition range, about one atomic per cent wide, in which the potential rises steeply. A constant factor of 83 is no cure, because the factor has dropped to about 24 at a deviation of one atomic per cent.

The function to implement is
\begin{equation}
\mu_B-\mu_A=\Delta\mu_0+kT\,\operatorname{asinh}\frac{\delta}{c_0},
\qquad \delta=x_B-\tfrac12 ,
\label{law}
\end{equation}
with
\begin{equation}
\Delta\mu_0=\frac{g_B-g_A}{2},\qquad
c_0=\exp\!\left(-\frac{g_A+g_B}{2kT}\right).
\label{par}
\end{equation}
The algebra is in atomic units, with $kT$ an energy; numbers are in eV and K.

\section{Model and site balance}

The crystal has $N$ $\alpha$ sites, the home of A, and $N$ $\beta$ sites, the home of B. Every site is filled. A fraction $b$ of the $\alpha$ sites holds B, and a fraction $a$ of the $\beta$ sites holds A. These antisites are dilute and do not interact. Temperature and pressure are fixed, and exchange between sublattices is fast enough for local equilibrium.

The energy $g_B$ is the change of Gibbs energy when one A on an $\alpha$ site is replaced by B; $g_A$ belongs to the replacement of B by A on a $\beta$ site. Both may contain vibrational entropy, but not the entropy of choosing the site. Each replacement changes the numbers of atoms, so each energy depends on the elemental reference. If the reference for $\mu_B-\mu_A$ is raised by $r$, then $g_B$ becomes $g_B-r$ and $g_A$ becomes $g_A+r$. Equation \eqref{par} shows that $\Delta\mu_0$ falls by $r$ while $c_0$ is unchanged.

Counting B atoms on both sublattices gives
\begin{equation}
N_B=N(1-a)+Nb,\qquad N_A+N_B=2N .
\end{equation}
Division by $2N$ yields $x_B=\tfrac12+(b-a)/2$, hence
\begin{equation}
2\delta=b-a .
\label{balance}
\end{equation}
The factor 2 arises because $b$ and $a$ are fractions of one sublattice, whereas $\delta$ refers to all atoms.

\section{Derivation}

\subsection{Equilibrium of the antisites}

The antisites can be placed in $\binom{N}{Na}\binom{N}{Nb}$ ways. With $G_p$ the Gibbs energy of the perfect crystal,
\begin{equation}
G=G_p+N(ag_A+bg_B)-kT\ln\left[\binom{N}{Na}\binom{N}{Nb}\right].
\end{equation}
For large $N$, Stirling's formula gives
\begin{equation}
-\ln\binom{N}{Nb}=N\left[b\ln b+(1-b)\ln(1-b)\right],
\label{stirling}
\end{equation}
whose derivative with respect to $Nb$ is $\ln[b/(1-b)]$.

At fixed composition, $b-a$ is fixed, but $a$ and $b$ can still rise together. We minimize $G-\Delta\mu\,N_B$, where $\Delta\mu$ is a multiplier. Since $N_B=N+Nb-Na$,
\begin{align}
g_B+kT\ln\frac{b}{1-b}&=\Delta\mu, \label{eqb}\\
g_A+kT\ln\frac{a}{1-a}&=-\Delta\mu. \label{eqa}
\end{align}
The stationary point is a minimum: along fixed $b-a$, the second derivative of $G$ with respect to $a$ is $NkT\{1/[a(1-a)]+1/[b(1-b)]\}>0$.

The multiplier is the exchange potential. For a small change of composition at fixed $N_A+N_B$,
\begin{equation}
dG=\Delta\mu\,d(Nb)-\Delta\mu\,d(Na)=\Delta\mu\,dN_B .
\end{equation}
Because $dN_A=-dN_B$, also $dG=(\mu_B-\mu_A)\,dN_B$. Thus $\Delta\mu=\mu_B-\mu_A$.

\subsection{Dilute limit and inversion}

For $a,b\ll1$, replace $1-a$ and $1-b$ by 1 in \eqref{eqb} and \eqref{eqa}:
\begin{equation}
b=e^{-(g_B-\Delta\mu)/kT},\qquad
a=e^{-(g_A+\Delta\mu)/kT}.
\end{equation}
Define $u=(\Delta\mu-\Delta\mu_0)/kT$. Then
\begin{align}
g_B-\Delta\mu&=\frac{g_A+g_B}{2}-kTu,\\
g_A+\Delta\mu&=\frac{g_A+g_B}{2}+kTu,
\end{align}
and therefore
\begin{equation}
b=c_0e^u,\qquad a=c_0e^{-u},\qquad ab=c_0^2 .
\label{ab}
\end{equation}
At $u=0$ the fractions are equal and $\delta=0$, so $c_0$ is the antisite fraction on each sublattice at stoichiometry.

Inserting \eqref{ab} in \eqref{balance} gives
\begin{equation}
2\delta=c_0(e^u-e^{-u})=2c_0\sinh u .
\end{equation}
The inverse is $u=\operatorname{asinh}(\delta/c_0)$, which is \eqref{law}. The hyperbolic sine comes from the difference between two Boltzmann factors: raising $\Delta\mu$ creates B antisites and removes A antisites.

The fractions follow from $b-a=2\delta$ and
\begin{equation}
(b+a)^2=(b-a)^2+4ab=4(\delta^2+c_0^2).
\end{equation}
With $R=\sqrt{\delta^2+c_0^2}$,
\begin{equation}
b=R+\delta,\qquad a=R-\delta .
\label{fractions}
\end{equation}
Far from stoichiometry the smaller fraction is a difference of nearly equal numbers. Compute the larger one, $R+|\delta|$, and obtain the smaller as $c_0^2/(R+|\delta|)$.

\subsection{The two limits}

For $|\delta|\ll c_0$, $\operatorname{asinh}(\delta/c_0)\simeq\delta/c_0$ and
\begin{equation}
\Delta\mu\simeq\Delta\mu_0+\frac{kT}{c_0}\delta .
\end{equation}
Thermal antisites of both kinds are present, and a change of composition slightly alters their balance. Fewer thermal antisites mean a steeper potential.

For $\delta\gg c_0$, use $\operatorname{asinh}z=\ln(z+\sqrt{z^2+1})\simeq\ln 2z$:
\begin{equation}
\Delta\mu\simeq\Delta\mu_0+kT\ln\frac{2\delta}{c_0}
=g_B+kT\ln(2\delta).
\label{log}
\end{equation}
The second form follows from $\Delta\mu_0-kT\ln c_0=g_B$. It describes a dilute solution of B antisites with $b\simeq2\delta$; A antisites have dropped out. On the A-rich side, the same argument gives $\Delta\mu\simeq-g_A-kT\ln(2|\delta|)$.

\section{Free energy and thermodynamic factor}

Let $g=G/(2N)$ be the Gibbs energy per atom. At fixed $2N$, $dN_B=2N\,d\delta$, so $dg/d\delta=\Delta\mu$. Integration by parts gives
\begin{align}
\int_0^\delta\operatorname{asinh}\frac{s}{c_0}\,ds
&=\delta\operatorname{asinh}\frac{\delta}{c_0}
-\int_0^\delta\frac{s\,ds}{\sqrt{s^2+c_0^2}}\nonumber\\
&=\delta\operatorname{asinh}\frac{\delta}{c_0}-R+c_0 .
\end{align}
The constant is $g(0)$. There $a=b=c_0$, and the dilute form of \eqref{stirling} is $N(b\ln b-b)$. With $g_p=G_p/(2N)$ and $g_A+g_B=-2kT\ln c_0$,
\begin{align}
g(0)&=g_p+\tfrac12\left[c_0(g_A+g_B)+2kT(c_0\ln c_0-c_0)\right]\nonumber\\
&=g_p-kTc_0 .
\end{align}
Consequently
\begin{equation}
g=g_p+\Delta\mu_0\delta+kT\left[\delta\operatorname{asinh}\frac{\delta}{c_0}-R\right].
\end{equation}

The thermodynamic factor is $\Phi=(x_B/kT)\,d\mu_B/dx_B$. The Gibbs--Duhem relation $x_Ad\mu_A+x_Bd\mu_B=0$ gives
\begin{equation}
d\Delta\mu=d\mu_B-d\mu_A
=d\mu_B\left(1+\frac{x_B}{x_A}\right)=\frac{d\mu_B}{x_A}.
\end{equation}
Since $d\Delta\mu/d\delta=kT/R$,
\begin{equation}
\Phi=\frac{x_Ax_B}{kT}\frac{d\Delta\mu}{dx_B}
=\frac{\tfrac14-\delta^2}{\sqrt{\delta^2+c_0^2}} .
\label{phi}
\end{equation}
As $|\delta|$ grows, the numerator falls and the denominator rises, so the maximum is $1/(4c_0)$ at stoichiometry. For $c_0\ll1$, half the maximum is reached near $|\delta|=\sqrt3\,c_0$. A composition grid must resolve this width. The mobility is a separate input and may itself vary strongly with defect content; a peak in $\Phi$ does not by itself establish a peak in the diffusion coefficient.

\section{Worked example}

Take $g_B=0.45$ eV, $g_A=0.35$ eV and $T=800$ K, so $kT=0.06894$ eV. Then
\begin{align}
\Delta\mu_0&=(0.45-0.35)/2=0.05\ \mathrm{eV},\\
c_0&=\exp[-0.80/(2\times0.06894)]=3.02\times10^{-3}.
\end{align}
At $\delta=0.01$, $\delta/c_0=3.31$ and $u=1.912$. Hence
\begin{equation}
\Delta\mu=0.05+0.06894\times1.912=0.182\ \mathrm{eV},
\end{equation}
or 0.00668 hartree. The dilute law gives:

\begin{center}
\begin{tabular}{rrrrr}
$\delta$ & $\Delta\mu$ (eV) & $b$ & $a$ & $\Phi$\\
$-0.010$ & $-0.082$ & 0.00045 & 0.02045 & 23.9\\
$-0.003$ & $-0.010$ & 0.00126 & 0.00726 & 58.7\\
$0$ & $0.050$ & 0.00302 & 0.00302 & 82.8\\
$0.003$ & $0.110$ & 0.00726 & 0.00126 & 58.7\\
$0.010$ & $0.182$ & 0.02045 & 0.00045 & 23.9
\end{tabular}
\end{center}

The potential changes by 0.264 eV across two atomic per cent. It is odd in $\delta$ about $\Delta\mu_0$, not about zero. The logarithmic form \eqref{log} gives 0.180 eV at $\delta=0.01$, already within 0.002 eV of the full dilute law.

With $g_A$ and $g_B$ held constant, $\Delta\mu$ at $\delta=0.01$ is 0.248, 0.182 and 0.128 eV at 600, 800 and 1000 K. The fall follows from \eqref{log}, where $\ln(0.02)$ is negative. At 1000 K, $c_0=0.0096$ is close to $\delta$, so the full inverse hyperbolic sine is needed. The peak of $\Phi$ falls from 573 to 83 to 26 over the same temperatures.

\section{Corrections}

\subsection{One atom per site}

Keeping $1-a$ and $1-b$ in \eqref{eqb} and \eqref{eqa} gives
\begin{equation}
b=\frac{c_0e^u}{1+c_0e^u},\qquad
a=\frac{c_0e^{-u}}{1+c_0e^{-u}} .
\end{equation}
Subtract and put over a common denominator; the terms $c_0^2$ cancel in the numerator:
\begin{equation}
2\delta=\frac{c_0(e^u-e^{-u})}{1+c_0^2+c_0(e^u+e^{-u})}.
\end{equation}
Multiplying out and collecting exponentials,
\begin{equation}
c_0\left[(1-2\delta)e^u-(1+2\delta)e^{-u}\right]=2\delta(1+c_0^2).
\end{equation}
Set $\eta=\operatorname{atanh}(2\delta)$, so that $e^{2\eta}=(1+2\delta)/(1-2\delta)$. Then $1\mp2\delta=\sqrt{1-4\delta^2}\,e^{\mp\eta}$, and the bracket equals $2\sqrt{1-4\delta^2}\sinh(u-\eta)$. Thus
\begin{equation}
u=\operatorname{atanh}(2\delta)+
\operatorname{asinh}\!\left[\frac{\delta(1+c_0^2)}{c_0\sqrt{1-4\delta^2}}\right].
\label{exclusion}
\end{equation}
The first term is $2\delta$ to leading order. The change inside the second term is of second order in $\delta$ and $c_0$. The dilute law therefore errs by $2\delta kT$ at leading order for non-interacting antisites.

A sum over all significant antisite numbers in a crystal of two million cells tests this result without using the equilibrium equations. At $\delta=0.01$ it gives $u=1.9325$, against 1.9123 from the dilute law; the difference is the predicted 0.02, or 0.0014 eV. At the five compositions in the table, the sum and \eqref{exclusion} agree within $10^{-4}$ in $u$.

Differentiating the correction $2\delta$ adds 2 to $du/d\delta=1/R$, so $\Phi$ rises by the relative amount $2R$. This is 0.6 per cent at stoichiometry and 2.1 per cent at $\delta=0.01$; the sum gives $\Phi=83.25$ and 24.43.

\subsection{Interacting antisites}

Let two like antisites on second-neighbour sites have an extra energy $w$, positive for repulsion and equal on both sublattices. Each sublattice is simple cubic, with six such neighbours and $3N$ neighbour pairs. For one sublattice with antisite weight $z$, put $q=e^{-w/kT}$. There are $N(N-1)/2-3N=N(N-7)/2$ other pairs, so the grand sum begins
\begin{equation}
\Xi=1+Nz+z^2\left[\frac{N(N-7)}2+3Nq\right]+\cdots .
\end{equation}
Its logarithm is found by subtracting $(Nz)^2/2$ at second order. With $f=q-1$,
\begin{equation}
\frac{\ln\Xi}{N}=z+\left(3f-\tfrac12\right)z^2+\cdots,
\end{equation}
and the occupied fraction is
\begin{equation}
z\frac{d}{dz}\frac{\ln\Xi}{N}=z+(6f-1)z^2+\cdots .
\end{equation}

Now set $z_b=c_0e^u$ and $z_a=c_0e^{-u}$. The balance becomes
\begin{equation}
2\delta=z_b-z_a+(6f-1)(z_b^2-z_a^2).
\end{equation}
Write $u=\operatorname{asinh}(\delta/c_0)+s$. To first order, $z_b-z_a=2\delta+s(z_b+z_a)$. The factor $z_b+z_a$ cancels, leaving
\begin{equation}
s=(1-6f)(z_b-z_a)=2\delta\left[1-6(e^{-w/kT}-1)\right].
\label{interaction}
\end{equation}
At $w=0$ this returns the exclusion error. The shift vanishes at stoichiometry only because $w$ is equal on both sublattices. With separate values $f_b$ and $f_a$, the same balance at $\delta=0$ gives $s=-3c_0(f_b-f_a)$. For $w=-0.10$ eV between B antisites and no interaction between A antisites, at 1000 K and $g_A+g_B=0.8$ eV, this is about $-0.06$.

Take $|w|=0.05$ eV as an assumed scale. At $\delta=0.01$, \eqref{interaction} gives a shift of $+0.0056$ eV for repulsion and $-0.0074$ eV for attraction. A transfer-matrix calculation on columns of $3\times3$ sites in cross-section gives $+0.0057$ and $-0.0072$ eV. These totals include exclusion and are the largest of the neglected effects estimated here for the worked example.

Opposite antisites on neighbouring sites behave differently. If they bind with energy $\varepsilon$, their second-order contribution to $\ln\Xi/N$ is $8z_az_b(e^{\varepsilon/kT}-1)$. Since $z_az_b=c_0^2$, it does not depend on $u$. The balance comes from the derivative with respect to $u$, so this term leaves $\Delta\mu(\delta)$ unchanged at second order. Such a pair adds one A and one B antisite and carries no excess composition.

A bond model gives the size of the remainder. Let an A--B neighbour bond have energy $-0.05$ eV and other bonds zero. An antisite loses eight A--B bonds and costs 0.40 eV. Two adjacent opposite antisites lose 14 bonds instead of 16, so $\varepsilon=0.10$ eV. A transfer-matrix calculation for this crystal, again $3\times3$ cells in cross-section, gives a shift beyond exclusion of $-0.0002$ eV at 800 K and $\delta=0.01003$.

\subsection{Vacancies}

Let $v_\alpha$ and $v_\beta$ be the vacancy fractions and $M$ the number of cells, which can now change at fixed numbers of atoms. Then
\begin{align}
N_B&=M(1-a-v_\beta+b),\\
N_A&=M(1-b-v_\alpha+a).
\end{align}
Using $\delta=(N_B-N_A)/[2(N_A+N_B)]$ and keeping first order,
\begin{equation}
\delta=\frac{b-a}{2}+\frac{v_\alpha-v_\beta}{4}.
\end{equation}
Equilibrium in $M$ fixes $\mu_A+\mu_B$ at the Gibbs energy of a perfect cell, apart from terms of order $kT$ times the defect fractions. Hence $\mu_A$ varies as $-\Delta\mu/2$ and $\mu_B$ as $+\Delta\mu/2$. A vacancy on $\alpha$ releases an A atom and has a weight proportional to $e^{-\mu_A/kT}$; one on $\beta$ releases B. If both fractions equal $v_0$ at $u=0$, then $v_\alpha=v_0e^{u/2}$ and $v_\beta=v_0e^{-u/2}$, so
\begin{equation}
\delta=c_0\sinh u+\frac{v_0}{2}\sinh\frac u2 .
\label{vac}
\end{equation}
Here $v_0=e^{-E_V/2kT}$, where $E_V$ is the free energy to form one vacancy on each sublattice, the removed atoms building a new cell.

Because $\sinh u=2\sinh(u/2)\cosh(u/2)$, vacancies dominate when $v_0\gg4c_0\cosh(u/2)$. In that range
\begin{equation}
\Delta\mu\simeq\Delta\mu_0+2kT\operatorname{asinh}\frac{2\delta}{v_0},
\end{equation}
with twice the logarithmic slope of \eqref{law}.

For the worked example, an assumed $E_V=1.6$ eV gives $v_0=9\times10^{-6}$ and a shift of $-0.00003$ eV at $\delta=0.01$. The effect is not small when the fractions are comparable. For $c_0=v_0=10^{-3}$ and $\delta=0.002$, direct minimization of the free energy with variable $M$ gives $u=1.283$. Equation \eqref{vac} gives 1.279, within the test's allowance of 0.01, while the antisite law gives 1.444.

\section{Use for a real compound}

The sum $g_A+g_B=0.8$ eV is the value a nearest-neighbour bond model gives for a B2 compound with a formation energy near $-0.2$ eV per atom, roughly that of AgMg. In the bond model each atom has four bonds after sharing, giving $4\times(-0.05)=-0.20$ eV and two antisite costs of 0.40 eV. This sets only a scale, because the formation energy alone does not fix the antisite costs. Second-neighbour A--B bonds are absent from the perfect crystal, but each antisite forms six of them. Giving such a bond an energy of $-0.02$ or $+0.02$ eV leaves the formation energy unchanged and moves the sum to 0.56 or 1.04 eV; the peak of $\Phi$ at 800 K becomes about 15 or 470. The table is not a calculation of AgMg. The separate values of $g_A$ and $g_B$ are model choices.

Uncertainty in the defect energies can outweigh the corrections above. At fixed $g_B-g_A$, differentiating \eqref{law} gives
\begin{equation}
\frac{\partial\Delta\mu}{\partial(g_A+g_B)}
=\frac12\frac{\delta}{\sqrt{\delta^2+c_0^2}} .
\end{equation}
At $\delta=0.01$ this is 0.48, so an error of 0.1 eV in the sum moves $\Delta\mu$ by about 0.05 eV. Real antisites also interact; interaction and site exclusion together move it by 0.006 to 0.007 eV in magnitude for the assumed $|w|=0.05$ eV. Strain, longer-range forces and the temperature dependence of $g_A$ and $g_B$ are not included in these estimates.

NiAl marks a boundary of use: on its Al-rich side the deviation is carried mainly by Ni vacancies. Equation \eqref{law} should not be applied there, and the symmetric form \eqref{vac} is no substitute for a model with separate vacancy energies.

For an antisite compound in which opposite antisites bind only weakly, use \eqref{law} inside the single-phase field, when $c_0$, $|\delta|$ and the magnitude of \eqref{interaction} are all small compared with 1. Small corrections do not guarantee a single phase. In the like-pair model, filling the whole $\alpha$ sublattice with B costs $g_B+3w$ per site, so attractive antisites condense at low temperature once $\Delta\mu$ reaches $g_B+3w$, near $b=e^{3w/kT}$. For $g_A=g_B=0.8$ eV, $w=-0.2$ eV and 800 K this happens near $\delta=10^{-4}$. At $\delta=2\times10^{-4}$ the shift \eqref{interaction} is only $-0.04$, yet \eqref{law} lies about 0.06 eV above the two-phase value. In a real compound the boundary is set by the neighbouring phase and must be found separately, and the like-pair energies of the two sublattices generally differ, so the shift should be estimated with both. For \eqref{phi}, the relative change $2R[1-6(e^{-w/kT}-1)]$ must also be small in magnitude. Unlike \eqref{interaction}, it does not vanish at stoichiometry: with $w=-0.10$ eV at 1000 K, it lowers the peak of $\Phi$ by about 23 per cent. If exclusion matters but interactions do not, use \eqref{exclusion}. If the input deviation is defined as $b-a$, halve it first.

\section*{Numbers as computed}
\begin{verbatim}
g_B (B on A sublattice) = 0.45 eV
g_A (A on B sublattice) = 0.35 eV
temperature = 800 K, kT = 0.06894 eV
dmu0 = 0.0500 eV
c0 = 3.0207e-03 (site fraction)
slope at stoichiometry kT/c0 = 22.82 eV
Dilute law: delta, u, mu_B-mu_A (eV), b, a, Phi
  -0.010 -1.9123 -0.08183 4.463e-04 2.045e-02 23.92
  -0.003 -0.8765 -0.01043 1.257e-03 7.257e-03 58.72
  +0.000 +0.0000 +0.05000 3.021e-03 3.021e-03 82.76
  +0.003 +0.8765 +0.11043 7.257e-03 1.257e-03 58.72
  +0.010 +1.9123 +0.18183 2.045e-02 4.463e-04 23.92
Counting, 2000000 cells: delta, u, mu_B-mu_A (eV)
  -0.010 -1.9325 -0.08323
  -0.003 -0.8826 -0.01084
  +0.000 +0.0000 +0.05000
  +0.003 +0.8826 +0.11084
  +0.010 +1.9325 +0.18323
counted Phi at delta 0.00 = 83.25
counted Phi at delta 0.01 = 24.43
mu_B-mu_A at delta 0.01 = 0.18183 eV = 0.006682 hartree
logarithmic limit at delta 0.01 = 0.18031 eV
change from delta -0.01 to 0.01 = 0.26366 eV
Temperature (K), c0, peak Phi, mu_B-mu_A at delta 0.01 (eV)
  600 4.367e-04 572.5 0.24776
  800 3.021e-03 82.8 0.18183
  1000 9.640e-03 25.9 0.12820
Neglected effects: change of mu_B-mu_A at delta 0.01
  site exclusion alone: +0.00139 eV
  exclusion + like repulsion 0.05 eV: +0.00573 eV
    first-order formula: +0.00565 eV
  exclusion + like attraction 0.05 eV: -0.00722 eV
    first-order formula: -0.00743 eV
bond model: A-B bond -0.05 eV, formation -0.20 eV/atom
  antisite cost 0.40 eV, opposite-pair binding 0.10 eV
  bond-crystal delta = 0.01003
  shift beyond exclusion: -0.000214 eV
vacancy pair energy = 1.60 eV, v0 = 9.12e-06
  vacancy shift: -0.000033 eV
Vacancy test: delta 0.002, c0 0.001, v0 0.001
  u minimized 1.2832, vacancy formula 1.2793, asinh 1.4436
\end{verbatim}
